# Partial-wave convergence of the second-order ground-state energy of helium-like ions, part 1

(Sections cited here and not found follow in the second part.)

## Two electrons near a nucleus

Two electrons bound to a nucleus repel each other with an energy that diverges where they meet. The Schrödinger equation $H\Psi=E\Psi$ holds at every point with a finite $E$, so where $\Psi$ does not vanish the kinetic term must supply an opposite divergence. In a state such as the singlet ground state, where $\Psi$ is non-zero when the electrons meet, this forces the wave function to have a kink at $r_{12}=|\mathbf r_1-\mathbf r_2|=0$: it grows linearly in $r_{12}$. A wave function assembled from products of one-electron orbitals describes the dependence on the angle $\theta$ between $\mathbf r_1$ and $\mathbf r_2$ by Legendre polynomials $P_l(\cos\theta)$, one for each orbital angular momentum $l$ in the basis. A finite sum of polynomials has no kink, so every further $l$ lowers the energy a little, and the practical question is how fast these increments fall. For the ground state of a two-electron ion the question has an exact answer at second order in the electron repulsion, known as Schwartz's law.

## Setting and conventions

The nucleus is a fixed point charge $Ze$, the motion is non-relativistic, and the state is the $1s^2\ {}^1S$ ground state, whose spatial wave function is real and symmetric under exchange. With $m$ the electron mass,

$$H=H_0+V,\qquad H_0=-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right)-Zk\left(\frac1{r_1}+\frac1{r_2}\right),\qquad V=\frac{k}{r_{12}},\qquad k=\frac{e^2}{4\pi\varepsilon_0}.$$

Define $a_0=\hbar^2/mk$, $E_h=k/a_0$ and $a=a_0/Z$. Three consequences are used repeatedly:

$$\frac{\hbar^2}{ma_0}=k,\qquad \frac{\hbar^2}{ma^2}=Z^2E_h,\qquad Zk=\frac{\hbar^2}{ma}.$$

The ground state of $H_0$ is the hydrogenic product

$$\Phi=\frac{e^{-(r_1+r_2)/a}}{\pi a^3},\qquad E_0=-\frac{\hbar^2}{ma^2}=-Z^2E_h ,$$

and $M=H_0-E_0$ throughout.

Treating $V$ as the perturbation is the same as expanding in $1/Z$. With $\mathbf r_i=a\boldsymbol\rho_i$ the kinetic term becomes $-\tfrac12Z^2E_h\nabla_\rho^2$, the attraction becomes $-Z^2E_h/\rho$, and the repulsion becomes $k/(a\rho_{12})=Z^2E_h\cdot Z^{-1}/\rho_{12}$. The energy of order $j$ in $V$ is therefore $Z^{2-j}E_h$ times a pure number, and the second-order energy $E_2$ is independent of $Z$.

Write $H=H_0+\lambda V$, $\Psi=\Phi+\lambda\psi+\lambda^2\psi'+\dots$, and collect powers of $\lambda$:

$$M\psi=-(V-E_1)\Phi,\qquad M\psi'=-(V-E_1)\psi+E_2\Phi .$$

Since $M$ is self-adjoint and $M\Phi=0$, the scalar product of each equation with $\Phi$ has zero on the left, so $E_1=\langle\Phi|V\Phi\rangle$ and $E_2=\langle (V-E_1)\Phi|\psi\rangle$. The ground level of $H_0$ is non-degenerate and isolated, so $\psi$ is fixed up to a multiple of $\Phi$, which does not change $E_2$ because $\langle(V-E_1)\Phi|\Phi\rangle=0$.

The source $(V-E_1)\Phi$ is unchanged by a common rotation of both electrons, and so is $\psi$. Such a function depends only on $r_1$, $r_2$ and $x=\cos\theta$, and has the expansion

$$F=\sum_{l\ge0}F^{(l)},\qquad F^{(l)}=F_l(r_1,r_2)P_l(x),\qquad F_l=\frac{2l+1}{2}\int_{-1}^1F\,P_l\,dx .$$

Components with different $l$ are orthogonal. Because $\Phi$ does not depend on $x$, $(F\Phi)^{(l)}=F^{(l)}\Phi$. Both $V\Phi$ and $\psi$ are square integrable, so the scalar product that defines $E_2$ splits into a convergent sum,

$$E_2=\sum_{l\ge0}E_l,\qquad E_l=\langle V^{(l)}\Phi|\psi^{(l)}\rangle\quad(l\ge1),$$

with $V^{(0)}-E_1$ in place of $V^{(l)}$ for $l=0$. The $E_l$ are the partial-wave increments. The symbols $E_0$, $E_1$ and $E_2$ written with these numerals always mean the energies of order zero, one and two, never the increments for $l=0,1,2$. The remaining notation is $n=l+\tfrac12$, $r_>=\max(r_1,r_2)$, $r_<=\min(r_1,r_2)$ and $t=r_</r_>=e^{-s}$ with $0\le s<\infty$. The sphere $r_1=r_2$ is $s=0$.

## The theorem

**Theorem.** Under the assumptions above, let

$$f=\frac{r_{12}}{2a_0}\Phi,\qquad W=n\sinh s+\cosh s,\qquad Q=\left(n^2-\tfrac12\right)(\cosh s-1)+\tfrac12+\tfrac n2\sinh s ,$$

$$A_l=-\frac{15E_h}{64\,n(n^2-1)}\int_0^\infty e^{-2ns}\,W\,\mathrm{sech}^6\tfrac s2\,ds,$$

$$B_l=\frac{45E_h}{128\,n(n^2-1)^2}\int_0^\infty e^{-2ns}\,WQ\,\mathrm{sech}^6\tfrac s2\,ds,$$

$$D_l=\frac{315E_h}{256\,n(n^2-\frac54)(n^2-1)^2}\int_0^\infty e^{-2ns}\,Q^2\,\mathrm{sech}^6\tfrac s2\ \mathrm{sech}\,s\,ds .$$

Then for every $l\ge1$

$$A_l+B_l-D_l\le E_l\le A_l+B_l ,$$

where $A_l+B_l$ is computed from the partial wave $f^{(l)}$ alone, and as $l\to\infty$

$$E_l=E_h\left[-\frac{45}{256}\,n^{-4}+\frac{225}{1024}\,n^{-6}+O(n^{-8})\right].$$

The first term is Schwartz's law. Two points of wording matter. The law is asymptotic, and it concerns the $Z^0$ coefficient of the $1/Z$ series, which is the same for helium and for every ion with two electrons; it does not give the increments of the exact helium energy. The factor in $f$ is $r_{12}/2a_0$ ($r_{12}/2$ in atomic units), with the Bohr radius $a_0$ and not the orbital radius $a$.

## Lemmas

**Lemma 1 (decoupling and lower bounds).** $M$ maps a function of the form $g(r_1,r_2)P_l(x)$ to a function of the same form, so that $M\psi^{(l)}=-V^{(l)}\Phi$ for $l\ge1$. For such $\varphi=gP_l$ with $l\ge1$,

$$\langle\varphi|M\varphi\rangle\ge\tfrac12Z^2E_h\langle\varphi|\varphi\rangle,\qquad \langle\varphi|M\varphi\rangle\ge\langle\varphi|N\varphi\rangle,\qquad N=\frac{\hbar^2}{2m}\left(n^2-\tfrac54\right)\left(\frac1{r_1^2}+\frac1{r_2^2}\right).$$

*Proof.* Take the direction of $\mathbf r_2$ as polar axis for electron 1. Then

$$\nabla_1^2=\frac{1}{r_1^2}\partial_{r_1}r_1^2\partial_{r_1}+\frac1{r_1^2}\partial_x(1-x^2)\partial_x$$

on functions without azimuthal dependence, and Legendre's equation gives $\partial_x(1-x^2)\partial_xP_l=-l(l+1)P_l$. The same holds for electron 2 with $\mathbf r_1$ as axis. The nuclear attraction does not involve $x$. This proves the first statement, and the component equation follows because the constant $E_1$ times $\Phi$ is pure $l=0$.

Split $M=M_1+M_2$, giving each electron half of $-E_0$, and use $Zk=\hbar^2/ma$. An integration by parts in $r_1$ gives

$$\langle\varphi|M_1\varphi\rangle=\frac{\hbar^2}{2m}\int\left[(\partial_{r_1}g)^2+\left(\frac{l(l+1)}{r_1^2}-\frac{2}{ar_1}+\frac1{a^2}\right)g^2\right]P_l^2\,d^3r_1d^3r_2 .$$

Drop the radial term, which is non-negative. From $(1/r-1/a)^2\ge0$ we have $-2/ar+1/a^2\ge-1/r^2$, so the round bracket is at least $[l(l+1)-1]/r_1^2$, and $l(l+1)-1=n^2-\tfrac14-1=n^2-\tfrac54$. Adding electron 2 gives the bound by $N$. From $(\sqrt2/r-1/\sqrt2a)^2\ge0$ we have $-2/ar\ge-2/r^2-1/2a^2$, so the bracket is also at least $[l(l+1)-2]/r_1^2+1/2a^2\ge1/2a^2$ for $l\ge1$. The two electrons together give $2\cdot(\hbar^2/2m)(1/2a^2)=\tfrac12Z^2E_h$. $\square$

The first bound shows that $M$ has a bounded inverse on each wave with $l\ge1$. The second says that a wave of high $l$ costs a centrifugal energy of order $n^2$.

**Lemma 2 (the cusp factor cancels the repulsion).**

$$Mf=(-V+U)\Phi,\qquad U=\frac{ZE_h}{2}\,\frac{(r_1+r_2)(1-x)}{r_{12}} .$$

*Proof.* Let $\hat{\mathbf r}_{12}=(\mathbf r_1-\mathbf r_2)/r_{12}$. Then $\nabla_1r_{12}=\hat{\mathbf r}_{12}$, $\nabla_2r_{12}=-\hat{\mathbf r}_{12}$ and $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$; no delta function arises, since the flux of a unit vector through a small sphere vanishes with its area. The product rule for each Laplacian gives

$$M(r_{12}\Phi)=r_{12}M\Phi-\frac{\hbar^2}{2m}\left[\frac4{r_{12}}\Phi+2\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)\Phi\right].$$

The first term is zero, and $\nabla_i\Phi=-\hat{\mathbf r}_i\Phi/a$. Dividing by $2a_0$,

$$Mf=-\frac{\hbar^2}{ma_0r_{12}}\Phi+\frac{\hbar^2}{2maa_0}\,\hat{\mathbf r}_{12}\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\Phi .$$

The first coefficient is $-k/r_{12}=-V$. In the second, $\hbar^2/(maa_0)=Z\hbar^2/(ma_0^2)=ZE_h$, and $(\mathbf r_1-\mathbf r_2)\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=r_1-r_1x-r_2x+r_2=(r_1+r_2)(1-x)$. $\square$

The factor $\tfrac12$ comes from both Laplacians acting on $r_{12}$. Counting only one gives $r_{12}/a_0$, the slope that belongs to an electron repelled by an infinitely heavy charge $-e$, and doubles the scalar product $\langle f^{(l)}|V^{(l)}\Phi\rangle$, from which the leading term of the law is obtained below. The operator $U$ is bounded, $0\le U\le ZE_h$, since it is $ZE_h/2$ times the scalar product of a unit vector with a difference of two unit vectors. Near coalescence at a distance $r$ from the nucleus, $|\hat{\mathbf r}_1-\hat{\mathbf r}_2|$ is of order $r_{12}/r$, so $U$ vanishes linearly in $r_{12}$. It is two powers of $r_{12}$ milder than $V$.

**Lemma 3 (exact split).** For $l\ge1$, $E_l=A'_l+B'_l-C_l$ with

$$A'_l=\langle f^{(l)}|V^{(l)}\Phi\rangle,\qquad B'_l=\langle f^{(l)}|U^{(l)}\Phi\rangle,\qquad C_l=\langle U^{(l)}\Phi|M^{-1}U^{(l)}\Phi\rangle\ge0 .$$

*Proof.* The second derivatives of $f$ are no more singular than $1/r_{12}$, $1/r_1$ and $1/r_2$, which are square integrable in three dimensions, so $M$ may be moved from one side of a scalar product to the other. Put $\psi=f+\chi$. By Lemmas 1 and 2, $Mf^{(l)}=(-V^{(l)}+U^{(l)})\Phi$, and subtracting this from $M\psi^{(l)}=-V^{(l)}\Phi$ leaves $M\chi^{(l)}=-U^{(l)}\Phi$. Then $E_l=A'_l+\langle V^{(l)}\Phi|\chi^{(l)}\rangle$. Insert $V^{(l)}\Phi=U^{(l)}\Phi-Mf^{(l)}$:

$$\langle V^{(l)}\Phi|\chi^{(l)}\rangle=\langle U^{(l)}\Phi|\chi^{(l)}\rangle-\langle f^{(l)}|M\chi^{(l)}\rangle=-C_l+B'_l .$$

Also $C_l=\langle\chi^{(l)}|M\chi^{(l)}\rangle$, which is non-negative by Lemma 1. $\square$

*Remark.* The Hylleraas functional $J_l[\varphi]=\langle\varphi|M\varphi\rangle+2\langle\varphi|V^{(l)}\Phi\rangle$ satisfies $J_l[\varphi]=E_l+\langle\varphi-\psi^{(l)}|M(\varphi-\psi^{(l)})\rangle$. To see this, expand the last term, use $M\psi^{(l)}=-V^{(l)}\Phi$, and note $\langle\psi^{(l)}|M\psi^{(l)}\rangle=-E_l$. So $E_l$ is the minimum of $J_l$. For $\varphi=f^{(l)}$, Lemma 2 gives $\langle f^{(l)}|Mf^{(l)}\rangle=B'_l-A'_l$, hence $J_l[f^{(l)}]=A'_l+B'_l$. The upper bound of the theorem is the variational energy of the trial function $f^{(l)}$, and $C_l$ is its error, quadratic in the remainder $\chi^{(l)}$.

**Lemma 4 (partial waves).** With $R=r_{12}$,

$$V_l=\frac{k\,t^l}{r_>},\qquad R_l=r_>\left[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\right]=-r_>\,t^{l+1}\frac{W}{n^2-1},\qquad U_l=-\frac{ZE_h}2(1+t)\,t^l\frac{Q}{n^2-1}.$$

*Proof.* The law of cosines gives $r_{12}^2=r_>^2(1+t^2-2tx)$, and the generating function $G=(1+t^2-2tx)^{-1/2}=\sum_jt^jP_j(x)$ gives $V_l$ at once. The recurrence $xP_j=[(j+1)P_{j+1}+jP_{j-1}]/(2j+1)$ produces $P_l$ from $j=l-1$ with weight $l/(2l-1)$ and from $j=l+1$ with weight $(l+1)/(2l+3)$, so

$$(xG)_l=\frac{l}{2l-1}t^{l-1}+\frac{l+1}{2l+3}t^{l+1}.$$

Write $r_{12}=r_>(1+t^2-2tx)G$. The coefficient of $P_l$ divided by $r_>$ is

$$(1+t^2)t^l-2t(xG)_l=t^l\left(1-\frac{2l}{2l-1}\right)+t^{l+2}\left(1-\frac{2l+2}{2l+3}\right)=-\frac{t^l}{2l-1}+\frac{t^{l+2}}{2l+3}.$$

With $2l+3=2(n+1)$, $2l-1=2(n-1)$ and a factor $t^{l+1}$ taken out, this is

$$t^{l+1}\,\frac{(n-1)e^{-s}-(n+1)e^{s}}{2(n^2-1)}=-t^{l+1}\,\frac{n\sinh s+\cosh s}{n^2-1}.$$

For $U$, the factors $r_>$ cancel: $U=\tfrac12ZE_h(1+t)(1-x)G$, so

$$U_l=\frac{ZE_h}2(1+t)\,t^l\left[1-\frac{n-\frac12}{2(n-1)}e^{s}-\frac{n+\frac12}{2(n+1)}e^{-s}\right].$$

Over the common denominator $2(n^2-1)$ the numerators of the last two terms are $(n-\tfrac12)(n+1)=n^2-\tfrac12+\tfrac n2$ and $(n+\tfrac12)(n-1)=n^2-\tfrac12-\tfrac n2$. Their sum with the exponentials is $2(n^2-\tfrac12)\cosh s+n\sinh s$. The bracket is therefore $[\,n^2-1-(n^2-\tfrac12)\cosh s-\tfrac n2\sinh s\,]/(n^2-1)$, and writing $n^2-1=(n^2-\tfrac12)-\tfrac12$ turns the numerator into $-Q$. $\square$

At $s=0$ the two terms of $R_l/r_>$, each of order $1/n$, nearly cancel and leave $-1/(n^2-1)$. Keeping only one of them is an error that changes the power of $n$. For $l\ge1$, $R_l$ is negative: these waves dig the dip in $r_{12}$ at $\theta=0$ out of the positive average $R_0$.

**Lemma 5 (measure).** For $F=r_>^{\,p}\,G(t)$,

$$\int\Phi^2FP_l^2\,d^3r_1d^3r_2=\frac{16}{n}\,\frac{(5+p)!\,a^p}{2^{6+p}}\int_0^1\frac{t^2\,G(t)}{(1+t)^{6+p}}\,dt .$$

*Proof.* The angular integral is $4\pi\cdot2\pi\int_{-1}^1P_l^2dx=16\pi^2/(2l+1)=8\pi^2/n$. The regions $r_1>r_2$ and $r_1<r_2$ contribute equally, a factor 2. With $r_<=tr_>$, $r_>^2r_<^2\,dr_>dr_<=r_>^5t^2\,dr_>dt$, and $\Phi^2=e^{-2r_>(1+t)/a}/\pi^2a^6$. The prefactor is thus $16/(na^6)$, and $\int_0^\infty r^{5+p}e^{-2r(1+t)/a}dr=(5+p)!\,[a/2(1+t)]^{6+p}$. $\square$

Two checks fix the normalisation. Let $w=t/(1+t)$, so $1+t=1/(1-w)$, $dt=dw/(1-w)^2$ and $0\le w\le\tfrac12$. For $l=0$, $p=0$, $G=1$ the integral is $\int w^2(1-w)^2dw=\tfrac1{24}-\tfrac1{32}+\tfrac1{160}=\tfrac1{60}$, and $32\cdot\tfrac{120}{64}\cdot\tfrac1{60}=1$, the norm of $\Phi$. For $F=V_0=k/r_>$, $p=-1$, the integral is $\int w^2(1-w)\,dw=\tfrac1{24}-\tfrac1{64}=\tfrac5{192}$, and $E_1=32\cdot\tfrac{24}{32}\cdot\tfrac5{192}\,k/a=\tfrac58ZE_h$.

**Lemma 6 (one-dimensional forms).** $A'_l=A_l$ and $B'_l=B_l$ for $l\ge1$.

*Proof.* The substitution $t=e^{-s}$ turns $\int_0^1dt$ into $\int_0^\infty t\,ds$, and $1+t=2t^{1/2}\cosh\tfrac s2$ gives $(1+t)^6=64\,t^3\cosh^6\tfrac s2$.

For $A'_l$, $F=R_lV_l/2a_0=-\tfrac12E_h\,t^{2l+1}W/(n^2-1)$, using $k/a_0=E_h$; the lengths cancel and $p=0$. The constant is $\tfrac{16}n\cdot\tfrac{120}{64}\cdot\tfrac12=\tfrac{15}n$, so

$$A'_l=-\frac{15E_h}{n(n^2-1)}\int_0^1\frac{t^{2l+3}\,W}{(1+t)^6}\,dt .$$

The powers of $t$ are $2l+3=2n+2$ from the numerator, $+1$ from $dt$ and $-3$ from the denominator, in total $t^{2n}=e^{-2ns}$. With the factor $1/64$ this is $A_l$. The exponent comes out as exactly $2n=2l+1$, which is why $l+\tfrac12$ is the natural variable.

For $B'_l$, the two minus signs of Lemma 4 cancel:

$$F=\frac{R_lU_l}{2a_0}=r_>\,\frac{ZE_h}{4a_0}(1+t)\,t^{2l+1}\frac{WQ}{(n^2-1)^2},\qquad p=1 .$$

Lemma 5 supplies $a$, and $aZ/a_0=1$. The constant is $\tfrac{16}n\cdot\tfrac{720}{128}\cdot\tfrac14=\tfrac{45}{2n}$. The factor $1+t$ reduces $(1+t)^7$ to $(1+t)^6$, the powers of $t$ are those found for $A'_l$, and $\tfrac{45}{2}\cdot\tfrac1{64}=\tfrac{45}{128}$. $\square$

**Lemma 7 (bound on the remainder).** $C_l\le D_l$ for $l\ge1$.

*Proof.* Let $u=U^{(l)}\Phi$ and $\varphi=M^{-1}u$. Then $\langle u|\varphi\rangle=\langle\varphi|M\varphi\rangle=C_l$, so by Lemma 1

$$C_l=2\langle u|\varphi\rangle-\langle\varphi|M\varphi\rangle\le\int\left(2u\varphi-N\varphi^2\right)\le\int\frac{u^2}{N},$$

the last step because $N>0$ and $u^2/N-2u\varphi+N\varphi^2=(u-N\varphi)^2/N\ge0$ at every point. Now $(r_1^{-2}+r_2^{-2})^{-1}=r_>^2t^2/(1+t^2)$, so Lemma 5 applies with $p=2$ and

$$F=\frac{U_l^2}{N}=r_>^2\,\frac{2m}{\hbar^2}\,\frac{Z^2E_h^2}{4}\,\frac{(1+t)^2\,t^{2l+2}\,Q^2}{(n^2-\frac54)(n^2-1)^2(1+t^2)} .$$

The dimensional factor is $a^2\cdot(2m/\hbar^2)\cdot Z^2E_h^2/4=E_h/2$, from $\hbar^2/ma^2=Z^2E_h$. The constant is $\tfrac{16}n\cdot\tfrac{5040}{256}\cdot\tfrac12=\tfrac{315}{2n}$, and the integrand is $t^{2l+4}Q^2/[(1+t)^6(1+t^2)]$. With $1+t^2=2t\cosh s$ the powers of $t$ are $(2n+3)+1-3-1=2n$, and the numerical factor is $\tfrac{315}2\cdot\tfrac1{64}\cdot\tfrac12=\tfrac{315}{256}$. $\square$

**Lemma 8 (Watson's lemma, in the form needed).** Let $g$ be smooth and bounded on $[0,\infty)$, independent of $n$, with Taylor coefficients $g_j$ at $s=0$. Then

$$\int_0^\infty e^{-2ns}g(s)\,ds=\sum_{j<J}\frac{g_j\,j!}{(2n)^{j+1}}+O(n^{-J-1}).$$

*Proof.* Let $\rho=g-\sum_{j<J}g_js^j$. For $s\le1$ Taylor's theorem gives $|\rho|\le K_1s^J$. For $s\ge1$, $g$ is bounded and $s^j\le s^J$, so $|\rho|\le K_2s^J$. With $\int_0^\infty s^je^{-2ns}ds=j!/(2n)^{j+1}$ the polynomial gives the sum and the remainder is at most $\max(K_1,K_2)\,J!/(2n)^{J+1}$. $\square$

The lemmas give the exact split $E_l=A_l+B_l-C_l$ with $0\le C_l\le D_l$ for $l\ge1$, and with it the two-sided bound of the theorem. What remains is to expand $A_l$, $B_l$ and $D_l$ at large $n$, which gives Schwartz's law and its next term, and to compare the result with computed increments.
